Why Small Particles Cling Less Strongly Yet Are Harder to Wash Away

Q: I am rinsing particles off a flat wafer. The van der Waals force holding a sphere to a wall grows with the sphere's radius, so the smallest particles are held most weakly. A rinse that removes the large ones should therefore remove the small ones easily. Why would I need a stronger flow for them?

A: Your statement about the holding force is right. The conclusion needs a second statement, about how the force exerted by the rinse depends on radius. You have treated that force as if it were the same for every particle. Let us work out both forces for one definite model.

A sphere of radius R sits on a flat wall under a liquid of viscosity μ. Its lowest point is a distance D from the wall, with D much smaller than R and the same for all sizes. The attraction is the unretarded van der Waals force, and electric double layers, capillary bridges, chemical bonds and thermal motion are left out. Close to the wall the liquid moves parallel to it with speed

u = G z,

where z is the height and G is the wall shear rate. "The same rinse" means the same G and the same μ for every particle.

Q: Start with adhesion. Why is it proportional to R and not to the volume, if every atom of the sphere is attracted?

A: Because the attraction fades quickly with height. Take a pair energy −C/r⁶, so that two atoms attract with force 6C/r⁷. Put one atom at height h above a wall containing n_w atoms per unit volume. A wall atom at depth z below it and sideways distance ρ contributes the vertical part, a fraction z/r of the force, with r² = ρ² + z². The sideways parts cancel by symmetry. The force on the atom is

f(h) = n_w ∫_h^∞ dz ∫_0^∞ 2πρ dρ · 6Cz/(ρ² + z²)⁴.

With w = ρ² + z² and dw = 2ρ dρ, the inner integral is

6πCz ∫_{z²}^∞ dw/w⁴ = 6πCz/(3z⁶) = 2πC/z⁵.

The remaining integral over z gives

f(h) = π n_w C/(2h⁴).

Now cut the sphere into horizontal slices. A slice at height s above the lowest point has squared radius R² − (R − s)² = s(2R − s). If the sphere has n_s atoms per unit volume, and A = π² C n_w n_s is the Hamaker constant, the total attraction is

F = (A/2) ∫_0^{2R} s(2R − s)/(D + s)⁴ ds.

In a liquid, A is an effective constant that allows for the liquid displaced by the sphere.

Q: Can that integral be done without approximation?

A: Yes. Put h = D + s and L = D + 2R. Then s = h − D and 2R − s = L − h, so the numerator is −h² + (D + L)h − DL. Integrating term by term from D to L gives

−(1/D − 1/L) + (D + L)(1/D² − 1/L²)/2 − DL(1/D³ − 1/L³)/3.

Each term contains the factor L − D. Over the common denominator 6D²L² the sum is

(L − D)[−6DL + 3(D + L)² − 2(L² + LD + D²)]/(6D²L²).

The square bracket is L² − 2DL + D² = (L − D)², and L − D = 2R. The integral is therefore 8R³/(6D²L²), and

F = 2AR³/[3D²(D + 2R)²] = [AR/(6D²)]/(1 + D/2R)².

For D much smaller than R this becomes

F_a = AR/(6D²).

The slices explain the single power of R. Near the bottom a slice has area about 2πRs, while the attraction per atom falls as 1/(D + s)⁴. Once s is much larger than D, the integrand falls as 1/s³. Most of the force comes from a cap a few D high, whose cross-section is proportional to R. The rest of the sphere adds little.

Q: So a particle ten times smaller is held ten times less strongly. Now the flow. Stokes drag is 6πμRU, also proportional to R. The two should keep pace, and small particles would at worst be equally hard to remove.

A: That would follow if U were the same for all sizes. In an unbounded uniform stream of speed U, the drag divided by the adhesion formula would be

6πμRU · 6D²/(AR) = 36πμUD²/A,

with no R left. But your particles sit on the wall, where the liquid is nearly at rest. The undisturbed liquid at the height of the centre moves at GR. A smaller sphere sits in slower liquid as well as offering less surface. Inserting U = GR suggests a drag proportional to R².

Q: You have used a formula for a sphere in open liquid right next to a wall. How do you know that the wall does not change the power?

A: By scaling the full problem. For slow flow the velocity u and pressure p satisfy

μ∇²u = ∇p and ∇·u = 0,

with u = 0 on the wall and on the held sphere, and with the shear flow far away. Measure lengths in units of R, velocities in units of GR and pressures in units of μG. Both sides of the first equation then carry the factor μG/R, which cancels. The boundary conditions also lose R, G and μ. For a touching sphere no parameter remains, so the scaled flow is the same for all sizes. Stress is μG times a pure function, force is stress times area, and torque is force times length:

F_d = C_F μGR² and T = C_T μGR³.

T is the torque about the centre. The wall affects the pure numbers C_F and C_T, but not the powers.

This requires inertia to be small. Inertial terms are of size ρ(GR)²/R, with ρ the liquid density, and viscous terms of size μG/R. Their ratio is the Reynolds number

Re = ρGR²/μ,

which must be small. The sphere must also lie within the region where u = Gz holds.

Q: I accept the powers. Where do the numbers come from?

A: From a numerical solution in which the sphere is replaced by point forces placed inside its surface. A point force F_j in open liquid produces the velocity S_ij F_j/(8πμ), summed over j, with S_ij(v) = δ_ij/v + v_i v_j/v³. To make the liquid stick to the wall, add an image. Let the force be at height h, let r point from it to the field point, and let q point there from its mirror position below the wall. The combination is

8πμ u_i = Σ_j F_j [S_ij(r) − S_ij(q) + 2hσ_j(hP_ij − Q_ij)],

where σ = (1, 1, −1), P_ij = ∂(q_i/q³)/∂q_j and Q_ij = ∂S_i3(q)/∂q_j. The added terms are slow-flow solutions or derivatives of such solutions, so they satisfy the same equations, and their singular points lie below the wall.

Q: Does that combination really vanish on the wall?

A: There r and q have equal lengths, equal horizontal parts, and vertical parts −h and h. The difference S_ij(r) − S_ij(q) is therefore zero unless one index is vertical and the other, α, is horizontal. It is then −2hq_α/q³. Carrying out the derivatives at q_3 = h gives

hP_ij − Q_ij = (δ_i3 q_j − q_i δ_j3)/q³.

For i = 3, j = α, this is q_α/q³ and σ_j = 1. For i = α, j = 3, it is −q_α/q³ and σ_j = −1. In both cases the correction is +2hq_α/q³, which cancels the difference. The other components vanish.

The strengths of the point forces are then chosen by least squares so that their flow cancels Gz at many points of the sphere's surface. The force on the sphere is minus the sum of the strengths, because they are forces on the liquid. The torque is minus the sum of their moments. The undisturbed shear adds neither: its viscous stress is uniform and symmetric, so it gives no net force or torque on a closed surface.

The result is C_F = 32.06 and C_T = 11.87, where the last digit of each is uncertain. Compared with 6πμR(GR), the drag is larger by a factor 1.701. At 60 surface points not used in the fit, the largest leftover velocity component was 7.8×10⁻⁵ of the liquid speed at centre height. Doubling R multiplied the computed drag by 4.000, and a gap of 0.01R changed it by only about half a percent.

Q: What happens to your R² if the sphere is held far from the wall?

A: Then its height H is a separate length. The liquid speed at the centre is GH, and for H much larger than R the drag approaches 6πμRGH. At fixed H that is proportional to R. With the centre at H = 10R, the computed drag is 1.059 times this open-liquid estimate, so the wall correction is already modest. The second power belongs to a particle resting on the wall, whose centre height is tied to its radius.

Q: Does the flow also lift the particle? That could help the small ones.

A: Not within slow flow. The equations are linear, so reversing the flow reverses every force, including a vertical one. But the reversed flow is also the mirror image of the original in a vertical plane across the flow, and that reflection leaves a vertical force unchanged. The lift must equal its own negative, so it is zero. Inertia can break this argument, which is another reason for requiring small Re.

We can now compare the two forces:

F_d/F_a = C_F μGR² · 6D²/(AR) = 6C_F μGD²R/A.

At the same G, reducing R tenfold reduces adhesion tenfold and drag a hundredfold. The ratio falls tenfold.

Q: A ratio is not yet removal. The drag points along the wall and the adhesion points into it. What sets the particle moving?

A: Either sliding or rolling. For sliding, suppose that friction can resist a sideways force up to f times the force pressing the sphere to the wall, with f independent of size. With no lift and negligible weight, the pressing force is F_a. Sliding starts when C_F μGR² = fAR/(6D²), so

G_slide = fA/(6D²C_F μR).

For rolling, the sphere needs something to pivot on. Let it rest on a thin ring of tiny supports of radius a = eR, with e much smaller than 1. The supports' own attraction is neglected, and the area inside the ring is not a flat contact. When rolling starts, the wall's push acts at the downstream edge of the ring, so neither this push nor friction has a moment about that edge.

The drag acts with lever arm R, the height of the centre. The torque T has the same sense, because the faster liquid near the top turns the sphere forward. Adhesion acts downwards through the axis, a distance a from the edge, and opposes the turn. At the threshold

C_F μGR³ + C_T μGR³ = F_a eR.

Inserting F_a and dividing by R³ gives

G_roll = eA/[6D²(C_F + C_T)μR].

Both thresholds are proportional to 1/R when f and e are constant. A smaller sphere needs the larger shear rate.

Q: Why should e be constant? Perhaps small particles have narrower supports and tip over more easily.

A: They may have a smaller a, but what matters is how a compares with R. If e is proportional to R^m, then G_roll is proportional to R^(m−1). The order would reverse if m exceeded 1, that is, if a grew faster than R².

One simple case goes the other way. Suppose the supports have the same height b, larger than D, for all sizes. Near its bottom the sphere's surface is at height D + a²/(2R), so a² = 2R(b − D). Then a grows as the square root of R, e falls as 1/√R, and G_roll is proportional to R^(−3/2). Small particles are at a greater disadvantage than with constant e.

Q: Give me numbers for three sizes.

A: Take A = 1.0×10⁻²⁰ J, D = 0.40 nm, μ = 1.00 mPa s, f = 0.30, e = 0.020 and G = 3000 s⁻¹. These are round model parameters for a water-like liquid, not a particular particle and wafer. The wall shear stress is μG = 3.00 Pa.

For R = 5 μm the adhesion is

F_a = (1.0×10⁻²⁰ × 5×10⁻⁶)/[6 × (4.0×10⁻¹⁰)²] = 5.21×10⁻⁸ N.

The drag is

F_d = 32.06 × 10⁻³ × 3000 × (5×10⁻⁶)² = 2.40×10⁻⁹ N.

The ratio is 0.046. For the other sizes the same formulas give:

R = 0.5 μm: F_a = 5.21×10⁻⁹ N, F_d = 2.40×10⁻¹¹ N, ratio 0.0046.

R = 0.05 μm: F_a = 5.21×10⁻¹⁰ N, F_d = 2.40×10⁻¹³ N, ratio 0.00046.

The smallest sphere has one hundredth of the adhesion of the largest, but one ten-thousandth of the drag. Even for it, the full slice sum is 0.992 of the linear adhesion law. For spheres 1500 kg/m³ denser than the liquid, the weight less buoyancy is at most 1.5×10⁻⁴ of adhesion in the three cases, so neglecting it is justified here.

Q: Even for the largest sphere the drag is less than a twentieth of the adhesion. How can this rinse remove anything?

A: By rolling. Sliding needs a ratio of 0.30, but rolling works with unequal lever arms. For R = 5 μm the adhesion arm is a = 0.020 × 5 μm = 0.1 μm. The resisting moment is

5.21×10⁻⁸ × 1.0×10⁻⁷ = 5.21×10⁻¹⁵ N m.

With C_F + C_T = 43.93, the flow supplies

43.93 × 10⁻³ × 3000 × (5×10⁻⁶)³ = 1.65×10⁻¹⁴ N m,

which is about three times as much. This sphere starts to roll. Whether it is then carried away or settles elsewhere is a further question that the threshold does not answer.

The rolling thresholds are about 950 s⁻¹ for 5 μm, 9500 s⁻¹ for 0.5 μm and 95 000 s⁻¹ for 0.05 μm. At 3000 s⁻¹ the flow moment on the two smaller spheres is below the threshold. For the smallest one the assumed ring radius is only 1 nm, which is atomic in scale, so its threshold shows the trend of the model and is not a reliable value for a real particle. Thermal motion also matters at that size. Tipping over the ring raises the sphere by only e²R/2 = 0.01 nm, which costs about F_a × 0.01 nm = 5×10⁻²¹ J, roughly 1.3 kT at room temperature, so the ring would not stop it from rolling, although pulling it off the wall still costs about AR/(6D) ≈ 50 kT. For the 0.5 μm sphere the tipping barrier without flow is about 100 kT. The sliding thresholds are about 1.9×10⁴, 1.9×10⁵ and 1.9×10⁶ s⁻¹, so in this example rolling begins first at every size.

At the chosen G the largest Reynolds number is 0.075. At the sliding threshold of the largest sphere it would be about 0.075 × 1.95×10⁴/3000 = 0.49, so that threshold is a rougher estimate.

Q: Where is the boundary between particles that go and particles that stay?

A: Solve the rolling condition for R at the given G:

R_c = eA/[6D²(C_F + C_T)μG].

The numbers give

R_c = (0.020 × 1.0×10⁻²⁰)/[6 × (4.0×10⁻¹⁰)² × 43.93 × 10⁻³ × 3000] = 1.58×10⁻⁶ m.

In this model, spheres larger than about 1.6 μm in radius start to roll, as long as Re remains small, and smaller ones stay as long as thermal motion can be neglected. A root search using the full adhesion sum gives the same value to the digits shown. If A, D and e are the same for all sizes, halving R_c requires doubling μG, the wall shear stress.

Q: Real particles can flatten where they touch. Does that rescue my expectation?

A: It can change the thresholds a great deal, so the numbers above should not be carried over to flattened particles. Suppose the ring is replaced by a rigid, permanent flat facet of radius a at separation D. At height s above the facet, the squared radius of the sphere is now about a² + 2Rs. The new term a² adds

(A/2)a² ∫_0^∞ ds/(D + s)⁴ = Aa²/(6D³)

to the adhesion. With a = eR the total becomes

F_a = [AR/(6D²)](1 + e²R/D).

The extra term equals the original one at R = D/e² = 0.40 nm/0.00040 = 1 μm. For R = 5 μm the adhesion is six times larger, and the rolling threshold rises from about 950 to about 5700 s⁻¹. That sphere would no longer roll at 3000 s⁻¹.

If e is the same for all sizes, however, the order of the sizes survives. The rolling threshold becomes

G_roll = {eA/[6D²(C_F + C_T)μ]}(1/R + e²/D).

It still falls as R increases, but levels off for R much larger than D/e². In that range adhesion also grows as R², and size gives almost no advantage. This extension is an estimate by hand; the numerical output refers to the sphere without a facet. It does not describe elastic flattening, where the squeezed solid pushes back. In the JKR theory of soft elastic contact, with surface energy A/(12πD²), the pull-off force is three quarters of AR/(6D²) whatever the contact radius, and a grows as R^(2/3), so e is not constant.

Q: Then when could a smaller particle really be easier to wash away?

A: When a condition behind the comparison fails strongly enough. The larger particle might have a smaller D, a larger Hamaker constant or a chemical bond to the wall. Its lever arm might grow faster than R², or merely faster than R if a flat facet supplies most of the adhesion, because the adhesion then grows as a² too. Roughness can also change the effective separation differently for different sizes. For very small particles thermal motion can carry them over the pivot, because the tipping barrier at constant e falls roughly as R². And if the flow at the two particles differs, equal G no longer describes the rinse.

Q: So my error was not in saying that small particles are held weakly.

A: No. It was in comparing that weak hold with a washing force that you had not made smaller as well. For this sphere on a wall, adhesion loses one power of R, while drag loses two: one because the sphere is smaller, and one because it sits in slower liquid.

Values computed for the example and the checks

```
Hamaker constant A = 1.0e-20 J
contact separation D = 0.40 nm
viscosity = 1.00 mPa s
liquid density = 1000 kg/m^3
particle excess density = 1500 kg/m^3
friction coefficient f = 0.30
patch radius / sphere radius e = 0.020
wall shear rate G = 3000 1/s
wall shear stress = 3.00 Pa
drag coefficient C_F = 32.06
C_F/(6 pi) = 1.701
torque coefficient C_T = 11.87
rolling coefficient C_F+C_T = 43.93
largest surface slip / speed at centre height = 7.8e-05
drag ratio on doubling R = 4.000
drag change for gap 0.01 R = 0.55 %
drag / (6 pi mu R u_centre), centre at 10 R = 1.0592
--- radius R = 0.05 um ---
adhesion A R/(6 D^2) = 0.521 nN
full sum / linear law = 0.9920
liquid speed at centre height = 0.150 mm/s
drag = 2.404e-04 nN
drag / adhesion = 4.617e-04
sliding threshold = 1.949e+06 1/s
rolling threshold = 9.486e+04 1/s
Reynolds number at G = 7.50e-06
state at G: stays
--- radius R = 0.50 um ---
adhesion A R/(6 D^2) = 5.208 nN
full sum / linear law = 0.9992
liquid speed at centre height = 1.500 mm/s
drag = 2.404e-02 nN
drag / adhesion = 4.617e-03
sliding threshold = 1.949e+05 1/s
rolling threshold = 9.486e+03 1/s
Reynolds number at G = 7.50e-04
state at G: stays
--- radius R = 5.00 um ---
adhesion A R/(6 D^2) = 52.083 nN
full sum / linear law = 0.9999
liquid speed at centre height = 15.000 mm/s
drag = 2.404e+00 nN
drag / adhesion = 4.617e-02
sliding threshold = 1.949e+04 1/s
rolling threshold = 9.486e+02 1/s
Reynolds number at G = 7.50e-02
state at G: rolls
largest weight / adhesion = 1.48e-04
critical radius from formula = 1.581 um
critical radius from full balance = 1.581 um
```
